\section*{From laser-spot spacing to film force on a silicon wafer}

\section*{Question}

I am trying to follow a stress measurement on a silicon wafer that carries a thin film. Two parallel laser beams hit the film side at normal incidence, and a camera one metre away records the two reflected spots. During deposition the spot spacing changes by 0.1 percent. The wafer is $500\,\mu\mathrm{m}$ thick and its biaxial modulus is $180\,\mathrm{GPa}$. The film force is supposed to be $3.75\,\mathrm{N/m}$.

I divided the relative change by the distance to get a curvature of $10^{-3}\,\mathrm{m^{-1}}$. Stoney's formula then gave me $7.5\,\mathrm{N/m}$, twice the stated value. Where does the missing factor come from? How do I tell tension from compression? And how far can I trust the number for a real wafer, which is neither weightless nor at a perfectly steady temperature?

\section*{Answer}

The missing factor is in the optics: tilting a mirror by some angle turns the reflected beam by twice that angle. The sign can be found by following the same beams. I take the optics first, then the bending, and then the conditions on which the conversion rests. SI units and their usual multiples are the natural ones here.

\subsection*{From spot spacing to curvature}

Put the wafer in the plane $z=0$ with the film face up, and let the beams come down from above. Near the centre, a uniformly curved wafer has the height
\begin{equation}
w(x)=\tfrac12\kappa x^2 ,\qquad \frac{dw}{dx}=\kappa x .
\end{equation}
Positive $\kappa$ means that the film face is concave. To first order in the slope, the surface normal at $x$ is $\mathbf n=(-\kappa x,1)$ in the $(x,z)$ plane. The incoming direction is $\mathbf i=(0,-1)$, so $\mathbf i\cdot\mathbf n=-1$, and the law of reflection gives
\begin{equation}
\mathbf r=\mathbf i-2(\mathbf i\cdot\mathbf n)\mathbf n
=(0,-1)+2(-\kappa x,1)=(-2\kappa x,1).
\end{equation}
This is the factor 2 that was lost. After travelling a distance $L$ the ray lands at
\begin{equation}
X=x-2\kappa xL=x(1-2L\kappa).
\end{equation}
Beams at $x=\pm s/2$ therefore make spots a distance $d=s(1-2L\kappa)$ apart. On a flat wafer the spacing is $s$, because the beams are parallel. The relative change is
\begin{equation}
\delta=\frac{d-s}{s}=-2L\kappa ,\qquad \kappa=-\frac{\delta}{2L}.
\label{eq:optics}
\end{equation}
The beam spacing has dropped out. A convex face drives the spots apart. A concave face brings them together as long as $L\kappa<1$, which holds here by a wide margin.

The length $L$ runs from the wafer to the camera. At normal incidence the reflected light returns along its own path, so a beam splitter has to send it to the camera. The path is then folded, and $L$ is its full length. Glass of thickness $t$ and refractive index $n$, crossed at normal incidence, counts only as $t/n$, because the rays run at a smaller angle inside it. For a tilted plate the correction also depends on the direction in which the beams are separated.

For a decrease of 0.1 percent, $\delta=-10^{-3}$ and
\begin{equation}
\kappa=\frac{10^{-3}}{2\times1\,\mathrm m}=5.0\times10^{-4}\,\mathrm{m^{-1}},
\end{equation}
a radius of curvature of $2000\,\mathrm m$. With beams $2\,\mathrm{mm}$ apart, the spacing changes by $2\,\mu\mathrm m$. As a test of the small-slope steps, two such rays were traced without approximation from a sphere of this radius to a screen at $1\,\mathrm m$. The spacing changed by $-0.100000$ percent.

\subsection*{The biaxial modulus}

The film pulls equally in all in-plane directions, so the wafer is strained by the same amount $e$ along $x$ and $y$. Its faces are free to move along $z$. For a (001) wafer with cubic elastic constants $c_{11}$ and $c_{12}$, zero normal stress requires
\begin{equation}
0=2c_{12}e+c_{11}e_{zz}\quad\Rightarrow\quad e_{zz}=-\frac{2c_{12}}{c_{11}}e .
\end{equation}
The in-plane stress is then
\begin{equation}
\sigma=(c_{11}+c_{12})e+c_{12}e_{zz}=Me,\qquad
M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .
\end{equation}
The stresses along $x$ and $y$ are equal and the in-plane shear stress vanishes, so $M$ is the same in every in-plane direction. Rough constants for silicon, $c_{11}=166$ and $c_{12}=64\,\mathrm{GPa}$, give $M\approx181\,\mathrm{GPa}$. The value of $180\,\mathrm{GPa}$ therefore fits a (001) wafer.

\subsection*{From curvature to film force}

Let $f$ be the film stress times the film thickness, a force per unit width, positive in tension. Measure $z$ from the midplane of the wafer, whose thickness is $h$. When the top face is concave, material above the midplane is shortened relative to it, so the wafer strain is
\begin{equation}
\varepsilon(z)=\varepsilon_0-\kappa z .
\end{equation}
No outside force acts on the free wafer. Across any cut, the film force and the wafer stress must balance:
\begin{equation}
f+\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,dz=f+Mh\varepsilon_0=0 .
\label{eq:force}
\end{equation}
The moment about the midplane must vanish too. A film much thinner than the wafer acts at $z=h/2$:
\begin{equation}
\frac{fh}{2}+\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)z\,dz
=\frac{fh}{2}-\frac{M\kappa h^3}{12}=0 .
\end{equation}
Solving for $f$ gives Stoney's formula, and inserting Eq.~(\ref{eq:optics}) gives the conversion:
\begin{equation}
f=\frac{Mh^2\kappa}{6}=-\frac{Mh^2\delta}{12L}.
\label{eq:result}
\end{equation}
The film's own modulus is absent: at this order the wafer is a spring balance, and only its stiffness matters.

Now the numbers. Since $1\,\mathrm{Pa}=1\,\mathrm{N/m^2}$, the product $Mh^2$ is a force:
\begin{align}
Mh^2&=(180\times10^9\,\mathrm{Pa})(5\times10^{-4}\,\mathrm m)^2=45000\,\mathrm N,\\
f&=\frac{45000\,\mathrm N\times10^{-3}}{12\times1\,\mathrm m}=3.75\,\mathrm{N/m}.
\end{align}
This is tension, because the spots moved together. Had the spacing grown by 0.1 percent, the result would be $-3.75\,\mathrm{N/m}$, compression. If the beams strike the bare back face instead, concave and convex change places and the sign rule reverses.

The measurement gives a force per width. A mean stress needs the film thickness as well: for a $100\,\mathrm{nm}$ film it is $3.75/10^{-7}\,\mathrm{Pa}=37.5\,\mathrm{MPa}$.

\subsection*{When the beams are not ideal}

Suppose the beams arrive at an angle $a$ to the normal and are separated within the plane of incidence. Their footprints are $s/\cos a$ apart, so the surface slopes differ by $\kappa s/\cos a$ and the reflected directions by twice that. Hence
\begin{equation}
\delta_{\parallel}=-\frac{2L\kappa}{\cos a}.
\end{equation}
If they are separated across that plane, along $y$, the footprints stay $s$ apart. With $\mathbf i=(\sin a,0,-\cos a)$ and $\mathbf n=(0,-\kappa y,1)$, reflection gives $\mathbf r=(\sin a,-2\kappa y\cos a,\cos a)$. The sideways deflection carries a factor $\cos a$, and
\begin{equation}
\delta_{\perp}=-2L\kappa\cos a .
\end{equation}
At $10^\circ$ the in-plane signal is $-0.1015$ percent. Using the normal-incidence formula would overstate the force by 1.5 percent.

Beams that are not quite parallel also cause an error. If the beams diverge by a small angle $\theta$ and are $s$ apart on the wafer, the flat-wafer spacing at the camera is $s+\theta L$. Curvature still changes it by $-2L\kappa s$, so
\begin{equation}
\delta=-\frac{2L\kappa s}{s+\theta L}=-\frac{2L\kappa}{1+\theta L/s}.
\end{equation}
For $\theta=0.1\,\mathrm{mrad}$ and $s=2\,\mathrm{mm}$, the denominator is $1+0.1/2=1.05$. The force would be read as $3.57\,\mathrm{N/m}$, about 5 percent below the true value. Comparing the spacing at the wafer with that at the camera, using a flat mirror, reveals this error.

Finally, the wafer may have a curvature $\kappa_0$ before deposition. The reference spacing is then $s(1-2L\kappa_0)$, and a further change $\Delta\kappa$ gives
\begin{equation}
\delta=-\frac{2L\,\Delta\kappa}{1-2L\kappa_0}.
\label{eq:ref}
\end{equation}
It is $\Delta\kappa$ that belongs in Stoney's formula. Gravity shows why this matters.

\subsection*{The weight of the wafer}

Let a wafer of radius $R$ lie horizontally, film up, on a ring at its edge that leaves the edge free to rotate. I treat it as an isotropic plate with Poisson ratio $\nu$ and bending stiffness $D=Mh^3/[12(1+\nu)]$. Its weight per area is $p=\rho gh$, and its upward deflection obeys $D\nabla^4w=-p$. Since $\nabla^4r^4=64$, the solution that is smooth at the centre is
\begin{equation}
w=A+Br^2-\frac{p\,r^4}{64D}.
\end{equation}
The radial bending moment, proportional to $w''+\nu w'/r$, vanishes at the edge:
\begin{equation}
2B(1+\nu)-\frac{pR^2}{64D}(12+4\nu)=0 .
\end{equation}
The curvature at the centre is $\kappa_g=2B$. Using $D(1+\nu)=Mh^3/12$,
\begin{equation}
\kappa_g=\frac{pR^2(3+\nu)}{16D(1+\nu)}
=\frac{3\rho gR^2(3+\nu)}{4Mh^2}.
\end{equation}
With $R=50\,\mathrm{mm}$, $\rho=2330\,\mathrm{kg/m^3}$ and $\nu=0.28$, this is $3.1\times10^{-3}\,\mathrm{m^{-1}}$, about six times the curvature due to the film. A (001) wafer is not isotropic in its plane, and $\nu=0.28$ holds only along the cubic axes. With the full anisotropic plate stiffness the value is about 4 percent lower, $3.0\times10^{-3}\,\mathrm{m^{-1}}$. Compared with a flat mirror, the bare wafer would seem to carry a large tensile film.

The cure is to take the reference reading on the same wafer, on the same support, before deposition. For small deflections the sag then cancels in $\Delta\kappa$. Two small effects remain. The denominator in Eq.~(\ref{eq:ref}) makes the signal $-0.1006$ percent, an error of 0.6 percent if ignored. The film also changes the sag itself. Its weight makes the wafer about 0.08 percent heavier for $100\,\mathrm{nm}$ of copper, which adds roughly 0.5 percent to the film signal. The film's stiffness does not take this back when the film is deposited on the wafer as it lies on the ring, because the sag already present does not strain the new film. Moving the wafer between readings can spoil the cancellation, because the sag depends on how it is supported.

\subsection*{Film thickness and large deflection}

Stoney's formula neglects the film's relaxation as the wafer deforms elastically. Let $f$ now denote the force before relaxation, $h_f$ the film thickness and $M_f$ its biaxial modulus. By Eq.~(\ref{eq:force}), $\varepsilon_0=-f/(Mh)$, while Eq.~(\ref{eq:result}) gives $\kappa h/2=3f/(Mh)$. The strain of the top face is thus
\begin{equation}
\varepsilon_0-\frac{\kappa h}{2}=-\frac{4f}{Mh},
\end{equation}
which lowers the film force to $f[1-4M_fh_f/(Mh)]$. The film's centre also lies at $(h+h_f)/2$, so the lever arm grows by the factor $1+h_f/h$. To first order in $h_f/h$,
\begin{equation}
\kappa=\frac{6f}{Mh^2}\left[1+\frac{h_f}{h}\left(1-\frac{4M_f}{M}\right)\right].
\end{equation}
For $100\,\mathrm{nm}$ of copper, with a rough $M_f=200\,\mathrm{GPa}$, the correction is $2\times10^{-4}\times(1-4.44)$, or $-0.07$ percent. This was tested in the forward direction: a force of $3.75\,\mathrm{N/m}$ was put into such a film, the elastic energy of both layers was minimized, and rays were traced from the resulting surface. The spot spacing changed by $-0.09993$ percent, as the correction requires. Here the whole force appears in a finished film. If instead the film grows in layers that each arrive with the same stress, a layer relaxes only as later ones are added, and the correction is smaller, about $-0.02$ percent.

The other assumption is small deflection. The film bends the wafer by $\kappa R^2/2=0.625\,\mu\mathrm m$ from centre to edge. A bow $b$ stretches the plate by a strain of order $(b/R)^2$, while the bending strain is of order $bh/R^2$. The ratio of stretching to bending energy is of order $(b/h)^2$, here $1.6\times10^{-6}$. On the ring, the gravity sag of about $3\,\mu\mathrm m$ is five times the film's bow and sets the size of the effect: stretching then lowers the film signal by about 0.006 percent. The linear theory is safe for this example, but fails when the bow becomes comparable with the wafer thickness. For the isotropic plate without sag, a film force whose linear bow would be $h/2$ gives a central curvature 8 to 9 percent below Stoney's value.

\subsection*{Temperature}

Two thermal effects can imitate or change the film force. First, suppose a heat flux $q$ enters the film face and leaves through the back. In steady state the front is hotter by $\Delta T=qh/k$, where $k$ is the thermal conductivity. With expansion coefficient $\alpha_s$, the free thermal strain varies as $\alpha_s\Delta T\,z/h$. A free plate can follow this linear profile without stress by bending:
\begin{equation}
-\kappa z=\alpha_s\Delta T\,\frac{z}{h}
\quad\Rightarrow\quad
\kappa=-\frac{\alpha_s\Delta T}{h}=-\frac{\alpha_sq}{k}.
\end{equation}
The hot face becomes convex, which looks like compression. With rough room-temperature silicon values $\alpha_s=2.6\times10^{-6}\,\mathrm{K^{-1}}$ and $k=150\,\mathrm{W/(m\,K)}$, a flux of $0.1\,\mathrm{W/cm^2}$ makes a difference of $3.3\,\mathrm{mK}$ and cancels 3.5 percent of the film signal. A front-to-back difference of only $96\,\mathrm{mK}$ would match the whole signal in size. Switching the source on or off changes this contribution although the film has not changed. The same flux also warms the wafer as a whole, by an amount that depends on how the back is cooled. If the back loses heat only by radiation to surroundings at $300\,\mathrm K$, even a black surface must warm by about $100\,\mathrm K$ to carry this flux away. Near $400\,\mathrm K$ silicon expands more ($\alpha_s\approx3.2\times10^{-6}\,\mathrm{K^{-1}}$) and conducts less ($k$ about $100$ to $110\,\mathrm{W/(m\,K)}$), so the front-to-back difference then cancels about 6 percent of the signal instead of 3.5. With a metal film present, the second effect can then be far larger than the first.

Second, let film and wafer cool together by $\Delta T_c$. The thin film must follow the wafer, although it would shrink more if it were free. If it stays elastic, it gains the force
\begin{equation}
\Delta f=M_fh_f(\alpha_f-\alpha_s)\Delta T_c .
\end{equation}
For the copper film, with a rough $\alpha_f=16.5\times10^{-6}\,\mathrm{K^{-1}}$, cooling by $10\,\mathrm K$ gives
\begin{equation}
\Delta f=(2\times10^4\,\mathrm{N/m})(13.9\times10^{-6}\,\mathrm{K^{-1}})(10\,\mathrm K)
\approx2.8\,\mathrm{N/m}.
\end{equation}
This force is real and the sensor reports it correctly, but it is not growth stress. Its size is about three quarters of the force in your example. The value depends on the grain orientation, because copper is elastically anisotropic: $M_f$ is about $115\,\mathrm{GPa}$ for grains with (001) planes parallel to the surface and about $260\,\mathrm{GPa}$ for (111) planes. The same cooling then gives $1.6$ or $3.6\,\mathrm{N/m}$.

\subsection*{What this means for a real wafer}

Measure the wafer thickness, since $f\propto h^2$ at fixed $\delta$, $L$ and $M$. If the wafer were $525\,\mu\mathrm m$ thick instead of $500\,\mu\mathrm m$, the inferred force would be 10 percent higher. Even a $5\,\mu\mathrm m$ error in thickness changes it by 2 percent. The temperature needs care too: for the copper film above, a drift of $10\,\mathrm K$ moves the force by $1.6$ to $3.6\,\mathrm{N/m}$, depending on the grain orientation. Silicon also softens, by roughly 0.7 percent for a rise of $100\,\mathrm K$. This hardly alters the conversion from curvature to force, but a horizontal wafer then sags more. In the example above, that adds about 4 percent of the film signal unless the reference is taken at the same temperature.

Check the wafer orientation as well. For a (111) wafer with unit normal $\mathbf n$, write the strain as $e\,\mathbf 1+\gamma\,\mathbf n\mathbf n$. All components of $\mathbf n\mathbf n$ equal $1/3$. With $K=c_{11}+2c_{12}$, each diagonal stress along the cubic axes is $K(e+\gamma/3)$ and each off-diagonal one is $2c_{44}\gamma/3$. The stress along $\mathbf n$ is the diagonal value plus twice the off-diagonal one, and it must vanish:
\begin{equation}
K\left(e+\frac{\gamma}{3}\right)+\frac{4c_{44}\gamma}{3}=0
\quad\Rightarrow\quad \gamma=-\frac{3Ke}{K+4c_{44}} .
\end{equation}
The in-plane stress is the diagonal value minus the off-diagonal one. By the condition just used, this is $-4c_{44}\gamma/3-2c_{44}\gamma/3=-2c_{44}\gamma$, so
\begin{equation}
M_{111}=\frac{6c_{44}K}{K+4c_{44}} .
\end{equation}
With $c_{44}=80\,\mathrm{GPa}$ this is about $230\,\mathrm{GPa}$. The same spot movement would then mean about $4.8\,\mathrm{N/m}$, 28 percent more than for your wafer.

So $3.75\,\mathrm{N/m}$ is right for the stated data, with tension if the spots approached each other. On a real wafer I would quote it only with a reference reading on the same support and a temperature record. The numerical output below lists the inputs and the sizes of most of these effects.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
optical distance L = 1.00 m
relative spacing change = -0.100 %
wafer thickness = 500 um
wafer biaxial modulus = 180 GPa
beam spacing = 2.0 mm
wafer radius = 50 mm
copper film thickness = 100 nm
copper biaxial modulus, rough = 200 GPa
copper expansion, rough = 16.5 ppm/K
silicon expansion, rough = 2.6 ppm/K
silicon conductivity, rough = 150 W/(m K)
silicon density, rough = 2330 kg/m3
silicon Poisson ratio, rough = 0.28
silicon c11, c12, c44, rough = 166, 64, 80 GPa
MAIN RESULT
spacing change = -2.00 um
curvature = 5.000e-04 1/m
radius of curvature = 2000 m
M h^2 = 45000 N
film force = 3.7500 N/m
mean film stress = 37.50 MPa
ray-traced spacing change = -0.100000 %
forward chain, 100 nm film = -0.099931 %
OPTICAL LIMITS
incidence angle tried = 10 deg
in-plane signal at that angle = -0.10154 %
beam divergence tried = 0.10 mrad
signal with divergence = -0.09524 %
force read with divergence = 3.571 N/m
MECHANICAL AND THERMAL LIMITS
finite-film curvature shift = -0.0689 %
M(001), M(111) = 180.7, 229.8 GPa
force if wafer were (111) = 4.79 N/m
wafer thickness error tried = 5 um
force change from it = 2.01 %
gravity curvature = 3.123e-03 1/m
gravity / film curvature = 6.25
signal on sagged reference = -0.10063 %
heat flux tried = 0.10 W/cm2
front-back difference = 3.33 mK
heat-flux curvature = -1.733e-05 1/m
heat / film curvature = -3.47 %
difference equal to signal = 96.2 mK
common cooling tried = 10 K
extra force on cooling = 2.78 N/m
modulus slope, rough = -70 ppm/K
modulus change at +100 K = -0.70 %
wafer bow from film = 0.625 um
(bow / thickness)^2 = 1.56e-06
\end{verbatim}
